Point dipoles and dark states in energy transfer between parallel polyenes

**The argument under comment**

The argument concerns two identical polyenes stacked face to face, with parallel long axes, no slip, and separation R perpendicular to the axes. It makes three claims:

(a) Once R reaches the molecular length, the electronic coupling may be taken from the two transition dipoles.

(b) Any error at shorter distance is a matter of detail, with no definite sign.

(c) An excited state that inversion symmetry forbids to absorb or emit light has no transition dipole, and so cannot transfer its energy by the Coulomb interaction.

Each claim can be checked once the coupling is written without the dipole approximation.

**The coupling before any approximation of shape**

Let n_i be the number of pi electrons on site i. Each site carries a core charge +e, so its net charge is e(1 − n_i). In vacuum, the interaction between molecules D and A is

W = K Σ_ij (n_i − 1)(n_j − 1)/r_ij,

with i on D, j on A, and K = e²/(4πε₀) = 14.40 eV Å. I assume that the orbitals of the two molecules do not overlap. This removes Dexter exchange, so the values below for 4 to 5 Å are the Coulomb part alone.

To first order in W, the transfer coupling is V = ⟨D*A|W|DA*⟩. The matrix element factorizes, and the constants −1 drop out because ground and excited states are orthogonal. With real wavefunctions and transition charges q_i = −⟨0|n_i|n⟩, in units of e,

V = K Σ_ij q_i q'_j / r_ij.

The charges sum to zero, since Σn_i is the fixed electron number. For identical molecules in the same transition, q' = q.

This formula was tested against full diagonalization of a dimer of four-site chains 4 Å apart, with W scaled down by 1000 to isolate the first order. Half the exciton splitting, divided by the scale, is 185.6 meV for an allowed state and 80.1 meV for a forbidden one. The charge sums agree to all these digits. The test does not measure higher orders at full interaction strength.

**Claim (a): what distance is large enough?**

Let x_i be positions along the chain, measured from its centre. In the stack, r_ij² = R² + s² with s = x_i − x_j, and

1/r_ij = 1/R − s²/(2R³) + 3s⁴/(8R⁵) − …

Define μ = Σqx, Q = Σqx² and O = Σqx³. Because Σq = 0, the first term vanishes, and in the others any product containing a bare Σq drops out:

Σ_ij q_i q_j s² = −2μ²,

Σ_ij q_i q_j s⁴ = 6Q² − 8μO.

The second line uses s⁴ = x⁴ − 4x³x' + 6x²x'² − 4xx'³ + x'⁴. Hence

V = K[μ²/R³ + (9Q²/4 − 3μO)/R⁵ + …].

A transition that is odd under inversion has Q = 0, so

V = (Kμ²/R³)[1 − 3(O/μ)/R² + …].

The correction is governed by the squared ratio of molecular size to distance, and its coefficient is not small.

Take a straight model chain of eight sites with spacing 1.2 Å and length 8.4 Å. Its Hamiltonian is

H = −Σ_i,σ t_i(c†_iσ c_i+1,σ + h.c.) + ½ Σ_ij v_ij (n_i − 1)(n_j − 1),

v_ij = U/√[1 + (U r_ij/K)²].

The hoppings t_i alternate between 2.6 and 2.2 eV, and U = 11 eV. These are round model parameters. Within this model, full diagonalization gives a bright odd singlet at 4.14 eV with μ = 1.919 e Å and O/μ = 16.4 Å².

At R = 20 Å the leading correction is 3 × 16.4/400 = 0.12. The computed deficit is 1 − 5.916/6.631 = 0.11, relative to the dipole value. At R = 8.4 Å the same term would be 0.70, too large for a truncated series to be trusted. The charge sum then gives 54.2 meV against 89.5 meV from the dipoles. At one molecular length the dipole value is therefore 65% too large, relative to the transition-charge value. Claim (a) fails.

**Claim (b): the error has a sign when the bond polarisations have one**

The series cannot settle the sign at short distance, but a rearrangement of the sum can. Define the bond polarisation

P_b = −Σ_{i≤b} q_i,

so that q_i = P_{i−1} − P_i, with P = 0 beyond both ends. For any smooth function f, collecting the terms that contain each P_b gives

Σ_i q_i f(x_i) = Σ_b P_b [f(x_{b+1}) − f(x_b)] = ∫ P(x) f'(x) dx,

where P(x) equals P_b along bond b. The choice f = x gives μ = ∫P dx: the transition is a row of bond dipoles.

Apply the identity to both molecules, with g(s) = (R² + s²)^(−1/2) and s = x − x'. Since ∂²g/∂x∂x' = −g''(s),

V = K ∫∫ P(x)P(x') (R² − 2s²)/(R² + s²)^(5/2) dx dx'.

The numerator is at most R² and the denominator at least R⁵. The kernel is thus at most 1/R³, with equality at s = 0 alone. If all bond polarisations have the same sign, P(x)P(x') is nowhere negative, and

V < Kμ²/R³ at every R.

V is also positive for identical transitions. The Fourier transform of g(s) is 2K₀(|k|R), a modified Bessel function that is positive for all k, and V is the integral of this transform against the squared modulus of the transformed charges. The bound therefore holds for the magnitude of V.

The physical reason is visible in the kernel. Bond dipoles directly opposite each other contribute with full strength. Displaced pairs contribute less, and those with s > R/√2 contribute with the opposite sign, because they lie more nearly head to tail. The point dipole places every pair at s = 0.

The condition on P has to be checked for the state in question. It can fail: a weak odd singlet of the same chain at 7.03 eV, with μ = 0.20 e Å and bond polarisations of both signs, has a charge sum 6.2 times the dipole value at 5 Å and 0.59 times it at 20 Å. For the bright state here, the seven values in units of e are 0.238, 0.116, 0.367, 0.158, 0.367, 0.116 and 0.238, all positive. The coupling falls below the dipole value as follows:

R = 4 Å: dipoles 829 meV, charges 225 meV
R = 6 Å: dipoles 246 meV, charges 110 meV
R = 12 Å: dipoles 30.7 meV, charges 23.1 meV
R = 40 Å: dipoles 0.829 meV, charges 0.804 meV

At 4 Å the dipole formula overstates V² by a factor of 13.6. This is not automatically an error factor for a rate, since a coupling of 225 meV may lie outside the weak-coupling regime.

The reduction belongs to the stacked geometry. Put the same molecules on one line, in the same orientation, with centres R apart and no overlap. The distance between two elements is u = R + x' − x > 0, and ∂²(1/u)/∂x∂x' = −2/u³, so

V = −2K ∫∫ P(x)P(x')/u³ dx dx'.

The normalized weight P(x)P(x')/μ² gives u the mean value R, because both molecules have the same P. The function 1/u³ is convex, so its mean exceeds 1/R³. Therefore |V| > 2Kμ²/R³. At R = 14 Å the charges give −58.7 meV and the dipoles −38.7 meV. Here the point dipole underestimates the magnitude.

**Claim (c): a missing dipole is not a missing coupling**

For a transition that is even under inversion, μ = O = 0, and the expansion above leaves

V → (9/4) K Q²/R⁵.

If Q is nonzero, the coupling survives. At fixed spectral overlap, the weak-coupling rate falls as R⁻¹⁰ at long range, instead of R⁻⁶.

The model has such a singlet at 5.89 eV, with Q = −8.22 e Å². At R = 40 Å the limiting law gives

2.25 × 14.40 × 8.22²/40⁵ eV = 0.0214 meV,

about 5% above the full charge sum of 0.0203 meV. That is 2.5% of the bright-state coupling at the same distance. At 5 Å, however, the forbidden state has V = 114 meV and the bright state 154 meV. The ratio of the forbidden to the bright coupling is 0.91 at 4 Å, 0.74 at 5 Å, 0.60 at 6 Å and 0.39 at 8.4 Å. The kernel of claim (b) shows why it grows at short distance. The bond polarisations of this state, in units of e, are 0.33, 0.12, 0.21, 0, −0.21, −0.12 and −0.33, so P(x)P(x') is negative only for pairs on opposite halves of the chains. Such pairs cancel the others only while the kernel is positive, |s| < R/√2; beyond that range the kernel is negative and they add. At large R the kernel is nearly constant and the cancellation is nearly complete. As R shrinks, the kernel falls off with |s|, and the opposite-half pairs, which are mostly far apart, lose weight first and then change sign. At 5 Å, where R/√2 = 3.5 Å, pairs in the same half give +99 meV, opposite-half pairs within that range −5 meV, and those beyond it +20 meV. The cancellation is thus almost gone at this distance, and the change of sign adds to the coupling. This is only part of the growth of the ratio. Measured against the dipole value Kμ²/R³ of the bright state, the forbidden coupling rises from 0.024 at 40 Å to 0.24 at 8.4 Å, as the cancellation is lost, and then stays nearly level: 0.27 at 6 Å, 0.27 at 5 Å and 0.25 at 4 Å. The further rise of the ratio, from 0.39 to 0.91, comes from the denominator: the bright coupling drops from 0.61 of its dipole value at 8.4 Å to 0.27 at 4 Å.

The opposite claim, that every dark state couples in this way, would also be wrong. There are two separate reasons.

The first is the symmetry of the pair. Let one molecule make an even transition and the other an odd one, in the centred stack. Reversing both chains leaves every r_ij unchanged but reverses the sign of q_i q'_j, so V = −V = 0. A slip along the axis removes this symmetry: at R = 5 Å, a slip of 2 Å gives |V| = 65.7 meV. This is a coupling, not yet a rate, because the two transitions of this model lie at different energies.

The second is particle-hole symmetry. Let the unitary transformation C replace c_iσ by (−1)^i c†_iσ. Then n_iσ becomes 1 − n_iσ, and n_i − 1 changes sign. The interaction in H is quadratic in these quantities and is unchanged. In the hopping, neighbouring sites supply a factor −1, and reordering the two fermion operators supplies another, so it is unchanged too. Nondegenerate eigenstates at half filling therefore have a parity η = ±1 under C, and

⟨0|n_i − 1|n⟩ = −η₀η_n ⟨0|n_i − 1|n⟩.

If η_n = η₀, every transition charge vanishes, and with it the first-order Coulomb coupling to any partner. The lowest even excited singlet of the model, at 3.92 eV, is of this kind: its largest computed charge is about 10⁻¹⁵ e, which is rounding error.

Raising the energy of both end sites by 1 eV preserves inversion symmetry but breaks particle-hole symmetry. The lowest even excited singlet then acquires charges of up to 0.022 e, still without a dipole. Its coupling at 5 Å is 0.15 meV, about a thousandth of the bright-state value in the unshifted chain. Within this site-charge model, such a state has first-order Coulomb transfer only through terms that break particle-hole symmetry; unequal site energies are one example, and the one computed here.

**From coupling to rate**

For V well below the linewidth, and an acceptor band that acts as an irreversible sink, the golden rule gives

k = (2π/ħ) V² J, J = ∫ g_D(E) g_A(E) dE.

Here g_D is the distribution of energies the donor can give up and g_A the distribution the acceptor can take up, each normalized to unit area. For a bright transition they are related to the shapes of the emission and absorption bands. For a dark transition they are still defined, by the vibrational and environmental broadening of the transition, but cannot be read from dipole-allowed spectra. For two Gaussians of width σ whose centres differ by Δ, the energy difference is Gaussian with variance 2σ². Its density at zero is

J = exp[−Δ²/(4σ²)]/(2σ√π).

No radiative rate or absorption strength appears. Förster's formula obtains V² from those quantities, both proportional to μ² in the dipole approximation, and so returns zero for a dark state. That zero comes from how V was estimated.

Take σ = 0.1 eV. For V = 1 meV and Δ = 0.1 eV, the golden rule gives 2.097 × 10¹⁰ s⁻¹, and explicit propagation into a discretized band gives 2.094 × 10¹⁰ s⁻¹. At resonance the factor exp(−1/4) = 0.779 is absent, so the rate is 2.69 × 10¹⁰ s⁻¹ for each meV² of V². Then:

even state, R = 10 Å, V = 11.05 meV: k = 2.69 × 10¹⁰ × 11.05² = 3.3 × 10¹² s⁻¹
bright state, R = 40 Å, V = 0.804 meV: k = 2.69 × 10¹⁰ × 0.804² = 1.7 × 10¹⁰ s⁻¹

Both couplings are well below σ. The even state at 5.89 eV lies above other excited states, and its transfer competes with internal relaxation, which this model does not describe. The first figure is a transfer rate, not a transfer yield.

**What the argument should say instead**

The coupling should be computed from transition charges unless the corrections to the dipole term are known to be small for the transition and geometry in question. For an odd transition in the centred stack, the leading relative correction is 3(O/μ)/R²; for the bright state of this chain it falls to 10% at R of about 22 Å. Slipped or collinear molecules need their own estimate. The sign of the dipole error should be stated together with the geometry and the bond polarisations. A state should be excluded from first-order Coulomb transfer when its transition charges vanish, or when the symmetry of the pair cancels their interaction; a vanishing dipole is not sufficient.

Computed results

```
Site spacing 1.20 angstrom; length 8.40 angstrom
Hoppings 2.60, 2.20 eV; repulsion 11.0 eV
Coulomb constant K = 14.3996 eV angstrom
Energy, bright odd: 4.141 eV
Energy, charge-free even: 3.916 eV
Energy, charged even: 5.891 eV
Bright charges (e): -0.2377 +0.1218 -0.2513 +0.2098 -0.2098 +0.2513 -0.1218 +0.2377
Charged-even charges (e): -0.3277 +0.2094 -0.0892 +0.2076 +0.2076 -0.0892 +0.2094 -0.3277
Largest charge, charge-free even: 1.4e-15 e
Bond polarisations, bright (e): +0.2377 +0.1160 +0.3673 +0.1575 +0.3673 +0.1160 +0.2377
Bright mu = 1.9194 e angstrom; O = 31.492 e angstrom^3
Bright O/mu = 16.407 angstrom^2
Charged-even Q = -8.2215 e angstrom^2
Stack: R (angstrom), dipole V, charge V, even V (meV), (Vdip/Vchg)^2
  4.0    828.928    225.113   204.66299   13.559
  5.0    424.411    154.314   113.62723    7.564
  6.0    245.608    109.813    66.34779    5.002
  8.4     89.507     54.208    21.33673    2.726
 12.0     30.701     23.119     5.30664    1.764
 20.0      6.631      5.916     0.55877    1.257
 40.0      0.829      0.804     0.02027    1.062
Collinear R = 14.0 angstrom: dipole -38.667 meV
Collinear transition charges: -58.704 meV
Even-odd, R = 5.0 angstrom, no slip: 6.7e-14 meV
Even-odd, slip 2.0 angstrom: 65.668 meV
End-site shift 1.0 eV: lowest even singlet at 3.956 eV
Its charges (e): +0.0193 -0.0224 +0.0104 -0.0073 -0.0073 +0.0104 -0.0224 +0.0193
Its coupling at 5.0 angstrom: 0.15346 meV
Four-site odd, R = 4.0 angstrom: half splitting/scale 185.639, charges 185.639 meV
Four-site even, R = 4.0 angstrom: half splitting/scale 80.067, charges 80.067 meV
Dimer test interaction scale: 0.0010
Line width sigma = 0.10 eV; resonant J = 2.8209 1/eV
Rate test: V = 1.0 meV, detuning 0.10 eV
Propagated 2.0942e+10 1/s; golden rule 2.0972e+10 1/s
Even state, R = 10.0 angstrom: V = 11.0526 meV
Even-state transfer rate: 3.290e+12 1/s
Bright state, R = 40.0 angstrom: V = 0.8043 meV
Bright-state transfer rate: 1.742e+10 1/s
```
